# Freezing Temperature of Thermal Mismatch Stress in a Cooling Maxwell Film

## The reference temperature

An elastic calculation of wafer bow or film stress needs a stress-free reference temperature. For a film that flows when hot, the process temperature is the wrong choice, because mismatch accumulated while the film still relaxes quickly is lost. In the glass film treated below, using the reflow temperature of 1173 K as reference gives −131 MPa at room temperature, while the viscoelastic result is −97 MPa. The reference to enter is a freezing temperature $T_F$, set by the relaxation time and the cooling rate. It satisfies

$$q\tau(T_F)=C\,\frac{kT_F^2}{Q},\qquad C\to e^\gamma\approx1.78\quad\text{for } kT_F/Q\to0, \tag{1}$$

where $q$ is the cooling rate, $\tau$ the stress relaxation time, $Q$ its activation energy and $\gamma=0.5772$ Euler's constant. This value of $C$ belongs to one definition of freezing: $T_F$ is the reference temperature that reproduces the cold stress. Other definitions give other factors.

## Stress equation and conventions

A thin, continuous film is bonded to a thick elastic substrate. Its in-plane stress $\sigma$ is equal in both directions and positive in tension; the stress normal to the film is zero. The biaxial modulus is $M=E/(1-\nu)$, and $\Delta\alpha=\alpha_f-\alpha_s$ is the expansivity of the film minus that of the substrate. Both are taken as constant. Temperature falls as $T=T_0-qt$ with $q>0$.

The in-plane strain rate of the film has elastic, viscous and thermal parts, and bonding makes their sum equal to the thermal strain rate of the substrate:

$$\frac{\dot\sigma}{M}+\dot\varepsilon_v+\alpha_f\dot T=\alpha_s\dot T .$$

For shear viscosity $\eta$, viscous flow follows the deviatoric stress. The mean stress is $2\sigma/3$, so the in-plane deviator is $\sigma-2\sigma/3=\sigma/3$ and $\dot\varepsilon_v=(\sigma/3)/(2\eta)=\sigma/(6\eta)$. Multiplying by $M$ and putting $\dot T=-q$ gives

$$\dot\sigma=M\Delta\alpha\,q-\frac{\sigma}{\tau},\qquad \tau=\frac{6\eta}{M}. \tag{2}$$

A film that contracts more than its substrate has $\Delta\alpha>0$ and goes into tension on cooling, as it should. The time $\tau$ is not the shear relaxation time $\eta/G$, with $G$ the shear modulus; a viscosity must be converted with the factor in (2).

The relaxation time is Arrhenius, $\tau=\tau_0e^{\theta/T}$ with $\theta=Q/k$. Its rate of growth during cooling is

$$\frac{d\tau}{dt}=-q\frac{d\tau}{dT}=\frac{q\tau\theta}{T^2}. \tag{3}$$

The group $C$ in (1) is therefore $d\tau/dt$ at $T_F$. Stress freezes when the relaxation time begins to lengthen about as fast as time passes. The relevant temperature interval is $kT^2/Q$, over which $\tau$ changes by about a factor $e$, and not $T$ itself.

## Solution for the whole cooling run

Dividing (2) by $\dot T=-q$ gives

$$\frac{d\sigma}{dT}-\frac{\sigma}{q\tau}=-M\Delta\alpha .$$

Define the accumulated relaxation $\Phi(T)=\int_0^T dT'/(q\tau(T'))$, so that $\Phi'=1/(q\tau)$. Multiplication by $e^{-\Phi}$ turns the left side into the derivative of $\sigma e^{-\Phi}$. Integrating from $T$ to $T_0$, where $\sigma=\sigma_0$,

$$\sigma_0e^{-\Phi(T_0)}-\sigma(T)e^{-\Phi(T)}=-M\Delta\alpha\int_T^{T_0}e^{-\Phi(T')}dT',$$

and hence

$$\sigma(T)=e^{\Phi(T)}\left[M\Delta\alpha\int_T^{T_0}e^{-\Phi(T')}dT'+\sigma_0e^{-\Phi(T_0)}\right]. \tag{4}$$

The substitution $T'=T/u$ gives $\Phi$ in closed form:

$$\Phi(T)=\frac{T}{q\tau_0}\int_1^\infty\frac{e^{-\theta u/T}}{u^2}du=\frac{T}{q\tau_0}E_2(\theta/T). \tag{5}$$

Repeated integration by parts gives $E_2(y)=(e^{-y}/y)(1-2/y+\dots)$ for large $y$. With $y=\theta/T$,

$$\Phi(T)=\frac{T^2}{\theta\,q\tau(T)}\left[1-\frac{2T}{\theta}+O\!\left(\frac{T^2}{\theta^2}\right)\right]. \tag{6}$$

Now let the final temperature $T_r$ be so low that $\Phi(T_r)\ll1$, and the start so hot that $\Phi(T_0)\gg1$. The initial stress is then erased. Below $T_r$ the factor $e^{-\Phi}$ is nearly one, so $\int_0^{T_r}e^{-\Phi}dT\approx T_r$, and (4) becomes

$$\sigma(T_r)=M\Delta\alpha\,(T_F-T_r),\qquad T_F=\int_0^{T_0}e^{-\Phi}dT. \tag{7}$$

This is the elastic formula with $T_F$ as reference. The upper limit may be moved to infinity: $\Phi'$ increases with $T$, so $\Phi(T)\ge\Phi(T_0)+(T-T_0)/(q\tau(T_0))$ above $T_0$, and the added piece is at most $q\tau(T_0)e^{-\Phi(T_0)}$.

## The freezing temperature for small $kT/Q$

Define a marker temperature $T_*$ by the criterion with factor one:

$$q\tau(T_*)=\frac{T_*^2}{\theta},\qquad \varepsilon=\frac{T_*}{\theta},\qquad w=\frac{T_*^2}{\theta}=\frac{kT_*^2}{Q}. \tag{8}$$

Integrating (7) by parts with the upper limit at infinity, where the boundary terms vanish, gives

$$T_F=\int_0^\infty T\,e^{-\Phi}\Phi'\,dT=\int_0^\infty T(\Phi)\,e^{-\Phi}d\Phi. \tag{9}$$

The freezing temperature is the average of $T(\Phi)$ with weight $e^{-\Phi}$. It remains to invert $\Phi(T)$. Write $T=T_*(1+u)$. From the Arrhenius law and (8),

$$q\tau(T)=w\exp\left(\frac{\theta}{T}-\frac{\theta}{T_*}\right)=w\exp\left[-\frac{u}{\varepsilon(1+u)}\right].$$

Inserting this in (6) and taking the logarithm, with $L=\ln\Phi$ and $u$ of order $\varepsilon$,

$$L=\frac{u}{\varepsilon(1+u)}+2\ln(1+u)-2\varepsilon+O(\varepsilon^2)=\frac{u-u^2}{\varepsilon}+2u-2\varepsilon+O(\varepsilon^2).$$

Try $u=\varepsilon L+c\,\varepsilon^2$. The right side becomes $L+\varepsilon(c-L^2+2L-2)$, which equals $L$ if $c=L^2-2L+2$. Thus

$$\frac{T}{T_*}=1+\varepsilon L+\varepsilon^2(L^2-2L+2)+O(\varepsilon^3). \tag{10}$$

The expansion fails when $|L|$ is of order $1/\varepsilon$, but those regions have exponentially small weight in (9). The averages follow from derivatives of the gamma function at one:

$$\int_0^\infty\ln\Phi\,e^{-\Phi}d\Phi=-\gamma,\qquad \int_0^\infty\ln^2\Phi\,e^{-\Phi}d\Phi=\gamma^2+\frac{\pi^2}{6}.$$

Therefore

$$\frac{T_F}{T_*}=1-\gamma\varepsilon+A\varepsilon^2+O(\varepsilon^3),\qquad A=\gamma^2+\frac{\pi^2}{6}+2\gamma+2=5.13. \tag{11}$$

To find the factor in (1), put $u_F=-\gamma\varepsilon+A\varepsilon^2$ into

$$\ln C=\ln\frac{q\tau(T_F)\theta}{T_F^2}=-\frac{u_F-u_F^2}{\varepsilon}-2u_F+O(\varepsilon^2).$$

The first term contributes $\gamma-A\varepsilon+\gamma^2\varepsilon$ and the second $2\gamma\varepsilon$. Their sum is

$$\ln C=\gamma-\left(2+\frac{\pi^2}{6}\right)\varepsilon+O(\varepsilon^2). \tag{12}$$

This proves (1). The approach to the limit is visible at practical values of $\varepsilon$: numerical integration gives $C=1.566$ at $\varepsilon=0.04$, $1.664$ at $0.02$ and $1.765$ at $0.0025$. Over this sixteenfold change of $\varepsilon$, $C$ changes by 13% relative to its smallest value. The ratio $q\tau/T=C\,kT/Q$ at freezing changes roughly in proportion to $\varepsilon$, so a criterion of the form $q\tau=\text{constant}\times T$ would not hold across materials.

## Width of the freezing window

Near $T_*$ let $x=(T-T_*)/w$ and $z=e^x$. To leading order (10) gives $\Phi=z$. With a hot start, (4) becomes, after the substitution $v=e^y$,

$$\sigma\approx M\Delta\alpha\,w\,e^z\int_x^\infty e^{-e^y}dy=M\Delta\alpha\,w\,e^zE_1(z),\qquad E_1(z)=\int_z^\infty\frac{e^{-v}}{v}dv. \tag{13}$$

On the hot side, $z\gg1$, $e^zE_1(z)\approx1/z$. Since $q\tau\approx w/z$ there, $\sigma\approx M\Delta\alpha\,q\tau$: the stress is small and is set by the balance of thermal loading and flow. On the cold side, $z\ll1$, $E_1(z)\approx-\gamma-\ln z=-\gamma-x$, so

$$\sigma\approx M\Delta\alpha\,(T_*-\gamma w-T).$$

This is an elastic line whose zero lies at $T_*-\gamma w$, in agreement with the first-order part of (11).

The slope shows how gradual the change is. From the stress equation, the rate of stress gain per kelvin of cooling, divided by its elastic value $M\Delta\alpha$, is

$$S=1-\frac{\sigma}{M\Delta\alpha\,q\tau}\approx1-z\,e^zE_1(z). \tag{14}$$

Its value is one half at $z=0.610$, so a half-slope definition of freezing gives $q\tau Q/(kT^2)\approx1/z=1.64$. The values $S=0.1$ and $S=0.9$ occur at $z=8.17$ and $z=0.0341$. They are separated by $\ln(8.17/0.0341)=5.48$ units of $w$, and the corresponding factors $1/z$ are 0.12 and 29. The factor is therefore of order one at the middle of the window, not at its edges.

## Starting temperature and cooling rate

If cooling begins inside the window, the piece of (7) above $T_0$ is missing. With $z_0=\Phi(T_0)$, leading order gives

$$\int_0^{T_0}e^{-\Phi}dT\approx T_F^{(\infty)}-wE_1(z_0),$$

where $T_F^{(\infty)}$ is the hot-start value. The initial stress also survives in part, with weight $e^{-z_0}$. If cooling begins well below the window, $\Phi\ll1$ throughout and (4) reduces to

$$\sigma(T_r)\approx\sigma_0+M\Delta\alpha(T_0-T_r). \tag{15}$$

The film is frozen from the outset and criterion (1) no longer determines the stress. An implementation should evaluate $\Phi(T_0)$ first, and use (4) when it is not large.

For a hot start, the dependence on cooling rate follows from the logarithm of (8), $\ln q+\ln\tau_0+\theta/T_*=2\ln T_*-\ln\theta$. Differentiation gives

$$d\ln q=\left(\frac{\theta}{T_*^2}+\frac{2}{T_*}\right)dT_*,\qquad \frac{dT_*}{d\ln q}=\frac{w}{1+2\varepsilon}.$$

From (11), $dT_F/dT_*=1-2\gamma\varepsilon+O(\varepsilon^2)$. Also $T_F^2/\theta=w(1-2\gamma\varepsilon)+O(w\varepsilon^2)$, which absorbs that factor:

$$\frac{dT_F}{d\ln q}=\frac{kT_F^2}{Q}\left[1-2\varepsilon+O(\varepsilon^2)\right]. \tag{16}$$

Faster cooling raises the freezing temperature and so the magnitude of the cold stress, but only logarithmically.

## Evaluation

The function $\ln(q\tau_0\theta/T^2)+\theta/T$ has derivative $-2/T-\theta/T^2<0$, so it has one positive root, which is $T_*$. A bracketing root finder is sufficient. Equation (11) then gives $T_F$, or the integral in (7) can be evaluated with intervals refined over several $w$ around $T_*$. Direct integration of (2) is best done with a stiff solver, since $\tau$ can be a fraction of a second at the start of a run that lasts hours. An explicit solver also works, but stability holds its step to a few $\tau$ while the film is hot, so the number of steps grows in proportion to $\Phi(T_0)$.

## Example: a reflowed glass film on silicon

A borophosphosilicate glass film cools from reflow at 900 °C, or 1173.15 K, at 0.1 K/s. Rough typical properties are $E=60$ GPa, $\nu=0.20$, $Q=3.5$ eV and a viscosity of $10^9$ Pa s at the start. The expansivities are 1.6 ppm/K for the film and 3.6 ppm/K for silicon, the latter a rough mean between room temperature and the freezing temperature found below, the range in which mismatch is retained.

These give $M=60/0.80=75$ GPa and $\Delta\alpha=-2.0$ ppm/K. The initial relaxation time is $6\times10^9/(75\times10^9)=0.080$ s, and $\theta=40616$ K. Solving (8) gives $T_*=954.33$ K, where

$$w=\frac{954.33^2}{40616}=22.42\text{ K},\qquad q\tau=0.1\times224.2=22.42\text{ K},\qquad \varepsilon=0.0235.$$

The first-order freezing temperature is $954.33-0.5772\times22.42=941.39$ K. The second-order term adds $5.13\times0.0235\times22.42=2.70$ K, giving 944.09 K. The integral in (7) gives 943.78 K, or 671 °C. At that temperature $q\tau=36.08$ K and $kT_F^2/Q=21.93$ K, so $C=1.645$, lower than $e^\gamma$ as (12) predicts.

The room-temperature stress, at 298.15 K, is

$$\sigma=75000\text{ MPa}\times(-2.0\times10^{-6}\text{ K}^{-1})\times645.63\text{ K}=-96.8\text{ MPa}.$$

The sign is compressive because silicon contracts more than the glass. Integration of (2) in time from a deliberately wrong initial stress of +100 MPa gives the same −96.8 MPa. That stress leaves no trace because $\Phi(T_0)=4010$. Using $T_*$ instead of $T_F$ as reference would overstate the magnitude by 1.6 MPa, or 1.6%.

The window is wide even so. In the time integration the slope is 10% of elastic at 1001 K, half at 943 K and 90% at 886 K. This span of 116 K compares with 123 K from the leading-order profile. At $T_*$ the stress is only −2.0 MPa, so almost all of the final stress is built up below the marker temperature.

With the other settings held fixed, cooling at 1 K/s gives $T_F=994.7$ K and −104.5 MPa, and cooling at 10 K/s gives 1051.2 K and −113.0 MPa. A hundredfold change of rate therefore changes the stress by 17% of its slow-cooling value. At 0.1 K/s, (16) gives 20.9 K per unit of $\ln q$ and the integral gives 21.0 K. A film started stress-free at 800 K, below the window, ends at −75.3 MPa, which is the elastic value from (15).

## The model beside the real film

The parameters lie in the regime of doped oxide films reflowed on silicon wafers, but composition strongly affects the viscosity, and the stress of −97 MPa is a model result, not a measurement. One of the larger uncertainties is the extrapolation of viscosity from the reflow temperature. With the same viscosity at 900 °C but $Q=4.5$ eV, $T_F$ rises by 46 K to 989.3 K. By (7) the stress is then about −104 MPa, 7% larger in magnitude. A viscosity measured near 670 °C would remove most of this uncertainty. If $\ln\tau$ is curved against $1/T$, the leading-order argument uses its local slope, so $kT^2/Q$ is replaced by $1/|d\ln\tau/dT|$, provided that this interval varies little across the window.

Real glasses also have a spread of relaxation times. Suppose that stress relaxes as $\exp(-\Phi^\beta)$, with the same temperature dependence for the whole spread. The cold reference is then $T_F=\int_0^{T_0}\exp(-\Phi^\beta)dT$. With $X=\Phi^\beta$ the average in (9) has weight $e^{-X}$ and $L=(\ln X)/\beta$, so $\gamma$ is replaced by $\gamma/\beta$ at first order:

$$T_F\approx T_*-\frac{\gamma}{\beta}\,\frac{kT_*^2}{Q}. \tag{17}$$

The scale $kT^2/Q$ survives and the order-one factor changes to $e^{\gamma/\beta}$ at leading order. Here $\tau$, and with it $T_*$, refers to the time in the stretched exponent. For $\beta=0.6$ and this time set equal to the Maxwell time of the example, the integral gives 937.0 K, about 7 K below the Maxwell value, which lowers the stress magnitude by about 1 MPa. A measured viscosity, however, fixes the mean relaxation time, $6\eta/M=\tau\,\Gamma(1+1/\beta)$, so in terms of $6\eta/M$ the leading factor is $\Gamma(1+1/\beta)\,e^{\gamma/\beta}$. At the viscosity of the example, with $\Gamma(1+1/\beta)=1.50$, the reference is about 929 K, 15 K below the Maxwell value, and the stress magnitude falls by about 2.3 MPa.

Temperature-dependent expansion enters (7) as $\sigma=M\int\Delta\alpha(T)e^{-\Phi}dT$, taken from $T_r$ to $T_0$. A rough silicon expansivity rising from 2.6 to 4.4 ppm/K, linear between four points, gives −98.7 MPa, 2% larger in magnitude than the constant-expansivity result. The stress is sensitive to this input because $\Delta\alpha$ is a small difference: by (7), each 0.1 ppm/K added to the silicon mean raises the magnitude by 5%. Measured silicon data average nearer 3.7 than 3.6 ppm/K over the retained range, so accurate work should use the measured curve; a standard fit to these data gives about −103 MPa, 6% larger in magnitude than the constant-expansivity result. If the film's own expansivity triples in a sharp step above $T_F$, as a rough allowance for the liquid state, the stress changes by +2.4 MPa. If the extra contraction instead follows a lagging glass structure, as in the estimate at the end of this section, the change is about +2 to +7 MPa. The sign is positive because the extra contraction of the film on cooling adds tension, part of which is retained in the upper part of the window.

Stress-assisted flow multiplies the relaxation rate by $\sinh(y)/y$, with $y=|\sigma|V/(2kT)$. Even for a generous flow volume $V=1$ nm³ the final stress changes by only 0.03 MPa, because the stress is small while the film can still flow.

Substrate compliance follows from the film force per unit width, $\sigma h_f$. It strains the substrate surface by $-\sigma h_f/(M_sh_s)$ through compression and by three times as much through bending, since $(\sigma h_fh_s/2)(h_s/2)/(M_sh_s^3/12)=3\sigma h_f/(M_sh_s)$. The fractional loss of stress is therefore $4Mh_f/(M_sh_s)$ for a thin film. For a 0.8 µm film on a 725 µm wafer with $M_s=180$ GPa this is 0.18%.

A later anneal of 30 minutes at 450 °C relaxes about 0.001% of the stress present at that temperature (about −33 MPa) in this model, and relaxation at room temperature is negligible. The model lets the viscosity follow the temperature at once. In a real glass the structure lags behind during cooling through the freezing range, and the viscosity then lies below its equilibrium value. This matters here because the viscosity at $T_*$ is about $3\times10^{12}$ Pa s, close to that of the glass transition. As an estimate, let the structure relax with a time of one to five times $\tau$, and let only 50 to 70% of $Q$ act while the structure is fixed. The reference temperature then falls by about 10 to 40 K and the stress magnitude by 2 to 6%, while the loss in the anneal rises to between 0.04 and 0.9%. Equation (1) with the equilibrium viscosity is thus a first estimate for such a glass, and the anneal figure of 0.001% is far too low if the lag is of this size. Moisture uptake, densification, composition changes and relaxation at pattern edges are not included. They can change the stress after the thermal part has frozen, so agreement with a measured bow would not by itself confirm $T_F$. The numerical output below lists the values used here, apart from the estimates for structural lag, for stretched relaxation at fixed viscosity and for the measured silicon curve.

## Computed values

```
Euler gamma 0.5772; limiting factor exp(gamma) 1.7811
second-order coefficient: law 5.1325, integral 5.1302
coefficient of -eps in ln C: 3.6449
scaled: kT*/Q 0.0400, factor C 1.5659
scaled: kT*/Q 0.0200, factor C 1.6637
scaled: kT*/Q 0.0100, factor C 1.7195
scaled: kT*/Q 0.0050, factor C 1.7495
scaled: kT*/Q 0.0025, factor C 1.7651
film E 60 GPa, Poisson ratio 0.20, M 75.0 GPa
expansivity film 1.6, silicon 3.6 ppm/K
mismatch dalpha -2.0 ppm/K
Q 3.5 eV, Q/k 40616 K
start 1173.15 K, room 298.15 K, cooling 0.1 K/s
viscosity at start 1.0e+09 Pa s, tau there 0.080 s
prefactor tau0 7.37e-17 s
T* 954.33 K, kT*/Q 0.02350, kT*^2/Q 22.42 K
tau(T*) 224.2 s, q tau(T*) 22.42 K
T_F integral 943.78 K = 670.6 deg C
T_F first order 941.39 K, second order 944.09 K
q tau(T_F) 36.08 K, k T_F^2/Q 21.93 K, C 1.6454
Phi at start 4010
Phi at room temperature 2.0e-42
room stress: time integration -96.844 MPa
room stress: T_F integral -96.844 MPa
room stress: second-order T_F -96.891 MPa
initial stress used 100 MPa; from zero -96.844 MPa
stress at T*: integration -2.017, law -2.006 MPa
slope 0.1 of elastic: T 1001.38 K, leading-order z 8.1706
slope 0.5 of elastic: T 943.38 K, leading-order z 0.6101
slope 0.9 of elastic: T 885.80 K, leading-order z 0.0341
10-90% window 115.6 K; leading order 122.9 K
10-90% window, leading order 5.48 kT*^2/Q
half-slope factor: actual 1.677, limit 1.639
q 0.1 K/s: T* 954.3 K, T_F 943.8 K, C 1.645, -96.8 MPa
q 1.0 K/s: T* 1006.3 K, T_F 994.7 K, C 1.639, -104.5 MPa
q 10.0 K/s: T* 1064.0 K, T_F 1051.2 K, C 1.632, -113.0 MPa
dT_F/dln q: integral 20.99 K, law 20.90 K
start at 800 K: -75.277 MPa, elastic -75.278 MPa
stretched beta 0.6: T_F 937.0 K, law 937.7 K
silicon expansion 2.6-4.4 ppm/K with T: stress -98.7 MPa
film expansion tripled above T_F: stress change +2.44 MPa
sinh flow, volume 1 nm^3: stress -96.813 MPa
Q 4.5 eV, same start viscosity: T_F 989.3 K
film 0.8 um, wafer 725 um, wafer M 180 GPa
compliance relief: layers 0.184 %, law 0.184 %
anneal 723.15 K, 1800 s: stress lost 9.9e-04 %
log10 of tau in s at room temperature 43.0
```
